\section*{The current cusp after a voltage step in a space-charge-limited diode}

\section{The transit cusp of a space-charge-limited diode}

In a trap-free insulating layer with an ohmic injecting contact and weak diffusion, a voltage step produces a current that rises, peaks and then settles. The peak marks the arrival of the first injected carriers at the far electrode, so its time can be used to find the mobility. If the transit is assumed to take place in the uniform field $V/L$, the peak time is read as $L^2/(\mu V)$ and the mobility comes out 27\% too high. The injected charge is large enough to change the field in which it moves, and the front arrives earlier, at $0.787\,L^2/(\mu V)$.

\subsection{Model and equations}

A planar layer occupies $0<x<L$ and is empty of carriers for $t<0$. At $t=0$ the voltage $V$ is switched on, and it is then held constant. Carriers of one sign, taken as positive, enter at $x=0$ and leave at the collector $x=L$. The mobility $\mu$ and the permittivity $\varepsilon$ are constants. Diffusion, traps, built-in voltage and series resistance are neglected. Recombination is absent because there is only one kind of carrier.

The algebra is in atomic units, with elementary charge $1$ and $\varepsilon=\varepsilon_r/(4\pi)$, where $\varepsilon_r$ is the relative permittivity. In SI units the same formulas hold with $\varepsilon=\varepsilon_r\varepsilon_0$. The field $E(x,t)$ is positive when it points from injector to collector, and $\rho(x,t)$ is the carrier charge density. Then
\begin{align}
\varepsilon\,\frac{\partial E}{\partial x}&=\rho, \label{gauss}\\
J(t)&=\mu\rho E+\varepsilon\,\frac{\partial E}{\partial t}, \label{total}\\
\int_0^L E\,dx&=V. \label{volt}
\end{align}
The total current density $J$ is the sum of conduction and displacement currents. It does not depend on $x$: differentiating \eqref{total} with respect to $x$ and using \eqref{gauss} gives $\partial_x J=\partial_x(\mu\rho E)+\partial_t\rho$, which vanishes by charge conservation. The brief spike that charges the electrodes at $t=0$ is not counted in $J$.

Two scales recur:
\begin{equation}
t_0=\frac{L^2}{\mu V},\qquad J_0=\frac{\varepsilon\mu V^2}{L^3}. \label{scales}
\end{equation}
The first is the transit time in the undisturbed field $V/L$.

\subsection{What an ohmic injector does}

Let the contact first hold a finite carrier density $\rho_c$ at $x=0$. Equation \eqref{total} at that plane reads
\begin{equation}
\varepsilon\,\frac{dE_0}{dt}=J-\mu\rho_c E_0,\qquad E_0(t)\equiv E(0,t). \label{contact}
\end{equation}
The contact field starts at $V/L$ and relaxes in a time of order $\varepsilon/(\mu\rho_c)$ towards $J/(\mu\rho_c)$. While $J$ stays of order $J_0$, both quantities vanish as $\rho_c\to\infty$. An ohmic injector is this limit, an unlimited supply of carriers, and it imposes
\begin{equation}
E(0,t)=0\qquad (t>0). \label{ohmic}
\end{equation}
The product $\rho E$ at the contact remains finite, because the density there diverges as the field vanishes.

The field at the collector just after the step is also needed. During the relaxation the carriers move a distance of order $\mu(V/L)\,\varepsilon/(\mu\rho_c)$, which tends to zero. At $t=0^+$ the injected charge therefore lies in a vanishingly thin layer at $x=0$, and the field beyond it is uniform. Equation \eqref{volt} then gives
\begin{equation}
E_L(0^+)=\frac{V}{L},\qquad E_L(t)\equiv E(L,t). \label{initial}
\end{equation}
Across the thin layer the field rises from $0$ to $V/L$, so by \eqref{gauss} its charge per area is $\varepsilon V/L$.

\subsection{The current in terms of the collector field}

Integrate \eqref{total} over the layer. The displacement term gives $\varepsilon\,dV/dt=0$, since the voltage is held. In the conduction term, \eqref{gauss} turns the integrand into a derivative:
\begin{equation}
JL=\mu\varepsilon\int_0^L E\,\frac{\partial E}{\partial x}\,dx
=\frac{\mu\varepsilon}{2}\left(E_L^2-E_0^2\right). \label{general}
\end{equation}
With the ohmic condition \eqref{ohmic},
\begin{equation}
J(t)=\frac{\varepsilon\mu}{2L}\,E_L^2(t). \label{JE}
\end{equation}
This relation needs no knowledge of the charge profile, and it holds both before and after the front arrives.

\subsection{Motion of the front}

Before the first carriers reach the collector, $\rho(L,t)=0$. Equation \eqref{total} at $x=L$ is then $J=\varepsilon\,dE_L/dt$, and \eqref{JE} closes the problem:
\begin{equation}
\frac{dE_L}{dt}=\frac{\mu}{2L}E_L^2. \label{ode}
\end{equation}
Dividing by $E_L^2$ gives $d(1/E_L)/dt=-\mu/(2L)$. Integration from \eqref{initial} yields
\begin{equation}
\frac{1}{E_L}=\frac{L}{V}-\frac{\mu t}{2L}
=\frac{L}{V}\left(1-\frac{t}{2t_0}\right),
\qquad
E_L=\frac{V/L}{1-t/(2t_0)}. \label{EL}
\end{equation}

Let $X(t)$ be the position of the front. There is no charge between $X$ and $L$, so the field there is uniform and equal to $E_L$. The leading carriers move in this field:
\begin{equation}
\frac{dX}{dt}=\mu E_L=\frac{\mu V}{L}\,\frac{1}{1-t/(2t_0)}. \label{front}
\end{equation}
Since $\mu V/L=L/t_0$ and $X(0)=0$,
\begin{equation}
X(t)=\frac{L}{t_0}\int_0^t\frac{dt'}{1-t'/(2t_0)}
=-2L\ln\!\left(1-\frac{t}{2t_0}\right). \label{X}
\end{equation}
Arrival means $X(t_1)=L$, hence $1-t_1/(2t_0)=e^{-1/2}$ and
\begin{equation}
t_1=2\left(1-e^{-1/2}\right)\frac{L^2}{\mu V}
\approx 0.787\,\frac{L^2}{\mu V}. \label{t1}
\end{equation}

The front starts with the velocity $\mu V/L$ and accelerates. Charge behind it lowers the field near the injector, and because the voltage is fixed the field ahead must rise. By \eqref{EL} the collector field has grown by the factor $e^{1/2}$ when the front arrives.

\subsection{Height of the peak}

Inserting \eqref{EL} into \eqref{JE} gives the current before arrival,
\begin{equation}
J(t)=\frac{J_0}{2}\,\frac{1}{\left(1-t/(2t_0)\right)^2}
\qquad (0<t<t_1). \label{J}
\end{equation}
It starts at $J_0/2$ and reaches $J(t_1)=(e/2)J_0\approx1.359\,J_0$.

The steady current serves as a reference. In the steady state \eqref{total} and \eqref{gauss} give $J=\mu\varepsilon E\,dE/dx$. With $E(0)=0$ this integrates to $E=\sqrt{2Jx/(\mu\varepsilon)}$, and the voltage condition becomes
\begin{equation}
V=\sqrt{\frac{2J}{\mu\varepsilon}}\;\frac{2}{3}L^{3/2}
\quad\Longrightarrow\quad
J_\infty=\frac{9}{8}\,\frac{\varepsilon\mu V^2}{L^3}=\frac98J_0. \label{steady}
\end{equation}
The peak is therefore higher than the steady current by the factor $4e/9\approx1.208$. This ratio contains no material parameter, so a measured ratio far from it signals that some assumption of the model fails.

\subsection{Why the peak is a cusp}

The slope of $J$ at arrival depends on the density just behind the front. Along the path of a carrier, $dx/dt=\mu E$, and \eqref{total} with \eqref{gauss} gives
\begin{equation}
\frac{dE}{dt}=\frac{\partial E}{\partial t}+\mu E\,\frac{\partial E}{\partial x}
=\frac{J(t)}{\varepsilon}. \label{path}
\end{equation}
The right side is the same for every carrier. Two carriers present at the same time thus keep a constant difference of field.

The carriers released at $t=0$ start from $x=0$ with fields $E_i$ that cover the range from $0$ to $V/L$, as found below \eqref{initial}. Two of them whose fields differ by $\delta E$ separate at the rate $\mu\,\delta E$, so that after a time $t$ their distance is $\delta x=\mu t\,\delta E$. Equation \eqref{gauss} then gives
\begin{equation}
\rho=\varepsilon\,\frac{\delta E}{\delta x}=\frac{\varepsilon}{\mu t}. \label{fan}
\end{equation}
The initial thin layer spreads into a fan of uniform density. Its leading carriers have $E_i=V/L$ and its last ones $E_i=0$, so its width is $\mu Vt/L=L\,t/t_0$. At $t_1$ it extends from $(1-t_1/t_0)L\approx0.213\,L$ to the collector. Carriers injected later fill the space behind it.

When the front arrives, the density at the collector jumps from zero to $\varepsilon/(\mu t_1)$. The field $E_L$ stays continuous, since the charge in the layer changes continuously, and so does $J$ by \eqref{JE}. Just after arrival, \eqref{total} at $x=L$ reads
\begin{equation}
\frac{dE_L}{dt}=\frac{J}{\varepsilon}-\frac{\mu\rho E_L}{\varepsilon}
=\frac{\mu}{2L}E_L^2-\frac{E_L}{t}. \label{after}
\end{equation}
The last term is new compared with \eqref{ode}. From \eqref{JE}, $dJ/dt=(\varepsilon\mu/L)E_L\,dE_L/dt$, and $E_L(t_1)=e^{1/2}V/L$. The slopes on the two sides are
\begin{align}
\left.\frac{dJ}{dt}\right|_{t_1^-}&=\frac{e^{3/2}}{2}\,\frac{J_0}{t_0}
\approx 2.241\,\frac{J_0}{t_0}, \label{sminus}\\
\left.\frac{dJ}{dt}\right|_{t_1^+}&=\left(\frac{e^{3/2}}{2}-\frac{e\,t_0}{t_1}\right)\frac{J_0}{t_0}
\approx-1.213\,\frac{J_0}{t_0}. \label{splus}
\end{align}
The slope changes sign without passing through zero, so the current has a local maximum with a corner at $t_1$.

\subsection{A numerical test from the definitions}

The derivation can be tested by replacing the charge with discrete sheets, which move with velocity $\mu E$ in the field given by Gauss's law and the fixed voltage. The contact releases sheets until its field vanishes to within half a sheet. None of the formulas \eqref{JE}--\eqref{splus} enters the motion.

With sheets of charge $\varepsilon V/(2000L)$ and time steps of $5\times10^{-4}\,t_0$, the first sheet arrives at $0.78706\,t_0$, against $0.78694\,t_0$ from \eqref{t1}. Doubling both the sheet charge and the time step moves the arrival to $0.78718\,t_0$. The highest current in a run of length $4t_0$ occurs at $0.787\,t_0$, so in this run the local maximum is also the highest point. Its height is $1.359\,J_0$, and the late current is $1.125\,J_0$, in agreement with \eqref{steady}.

Quadratic fits to the current over $0.1\,t_0$ on either side of the cusp give slopes of $2.226$ and $-1.198$ in units of $J_0/t_0$, within about 1\% of \eqref{sminus} and \eqref{splus}. At arrival the density between $0.3L$ and $0.95L$ is $1.270\,\varepsilon V/L^2$, where \eqref{fan} gives $1.271$. The fan ends at $0.2136\,L$, close to the predicted $0.2131\,L$.

\subsection{Two departures from unlimited supply}

\paragraph{A large but finite contact density.} Measure time in $t_0$, field in $V/L$ and density in $\varepsilon V/L^2$, and let $\kappa$ be the contact density in this unit. Before arrival \eqref{general} gives $dE_L/dt=(E_L^2-E_0^2)/2$. For $\kappa\gg1$, \eqref{contact} gives $E_0\approx e^{-\kappa t}$ at first and $E_0\approx J/\kappa$ later. The later part enters squared and is of order $\kappa^{-2}$. The early part lowers the collector field by
\begin{equation}
\frac12\int_0^\infty e^{-2\kappa t}\,dt=\frac{1}{4\kappa}. \label{loss}
\end{equation}
To first order in $1/\kappa$ the front thus moves as if $E_L$ had started from $E_s=1-1/(4\kappa)$. Repeating \eqref{EL} and \eqref{X} with this starting value gives $X=-2\ln(1-E_st/2)$ in units of $L$, so the arrival time is $t_1/E_s$ and the delay is
\begin{equation}
\Delta t\approx\frac{t_1}{4\kappa}. \label{delay}
\end{equation}
For $\kappa=10$ this is $0.0197\,t_0$, and the sheet calculation with a finite supply gives $0.0197\,t_0$. For $\kappa=50$ the values are $0.0039\,t_0$ and $0.0038\,t_0$. The sheet values carry a discretisation error of about $10^{-4}\,t_0$. Integrating \eqref{contact} and \eqref{general} directly, with $dE_L/dt=J$ and $dX/dt=E_L$, gives $0.01985\,t_0$ and $0.00396\,t_0$, within 1\% of \eqref{delay} and slightly above it. The delay vanishes in the ohmic limit, as \eqref{ohmic} requires.

\paragraph{A small injected charge.} Suppose instead that a charge per area $s\,\varepsilon V/L$, with $0<s\le1$, is released at $t=0$ and that the contact then supplies nothing more. In the same units $E_L$ starts at $1$ and $E_0$ at $1-s$. Both grow at the rate $J$, because no carriers cross either electrode before arrival, and their difference stays $s$. Equation \eqref{general} becomes
\begin{equation}
\frac{dE_L}{dt}=\frac{E_L^2-(E_L-s)^2}{2}=sE_L-\frac{s^2}{2}, \label{pulse}
\end{equation}
with the solution $E_L=s/2+(1-s/2)e^{st}$. Integrating the front velocity gives
\begin{equation}
X=\frac{st}{2}+\left(\frac1s-\frac12\right)\left(e^{st}-1\right)
=t+\frac{s t^2}{2}+O(s^2). \label{pulseX}
\end{equation}
Setting $X=1$ yields an arrival time $1-s/2+O(s^2)$. For $s\to0$ the uniform-field transit time $t_0$ is recovered. The difference between $t_0$ and $t_1$ is thus an effect of the injected charge on its own field.

\subsection{Example: a hole-transporting organic glass}

Consider a hole-only film of an arylamine glass of the m-MTDATA kind, with rough typical parameters: thickness $5000$ nm, mobility $1\times10^{-5}$ cm$^2$/Vs, $\varepsilon_r=3$ and temperature $300$ K. The applied voltage is $50$ V. Then
\begin{align}
t_0&=\frac{(5000\times10^{-7}\ \mathrm{cm})^2}{(10^{-5}\ \mathrm{cm^2/Vs})(50\ \mathrm{V})}=0.50\ \mathrm{ms},\\
t_1&=0.787\times0.50\ \mathrm{ms}=0.39\ \mathrm{ms}.
\end{align}
The current scale from \eqref{scales}, with $\varepsilon=3\varepsilon_0$, is $J_0=0.0531$ mA/cm$^2$. The current begins at half of this, $0.027$ mA/cm$^2$, rises to $1.359\,J_0=0.072$ mA/cm$^2$ at the cusp, and settles at $1.125\,J_0=0.060$ mA/cm$^2$. Diffusion, treated below, raises this last value by about 5\%. In the reverse direction, a cusp observed at $t_1$ gives $\mu=0.787\,L^2/(Vt_1)$.

Real films of this kind break the assumption of constant mobility. A field-dependent mobility can be modelled by the Poole--Frenkel form, $\mu\propto\exp(\gamma\sqrt E)$. With the rough value $\gamma=0.002$ (cm/V)$^{1/2}$ and the mean field of $0.1$ MV/cm, the exponent is $0.63$. The sheet calculation with this law, the mobility at the mean field being held fixed, puts the arrival 3.9\% earlier than for constant mobility. Equation \eqref{t1} would then overestimate the mobility at the mean field by about 4\%.

Further checks for this example are:
\begin{itemize}
\item A built-in voltage of $0.5$ V (rough) that opposes the applied one reduces $V$ to $49.5$ V and, without diffusion, delays the cusp by 1\%. With diffusion it also changes the carriers present before the step; measured against the film with equal ohmic contacts and no built-in voltage, treated below, the delay is then about 0.75\%.
\item A contact density of $1.5\times10^{17}$ cm$^{-3}$ (rough) corresponds to $\kappa=452$. By \eqref{delay}, which neglects diffusion, the relative delay is $1/(4\kappa)$, below 0.1\%. With diffusion in the contact layer the peak time depends somewhat more on the contact density: halving or doubling the density shifts the peak by 0.1 to 0.2\%.
\item A circuit resistance of $100$ ohm and an area of $4$ mm$^2$ give a charging time of about $2$ ns, far below $t_1$.
\item The collector field at the cusp is $0.165$ MV/cm, about 8\% of a rough breakdown field of $2$ MV/cm.
\end{itemize}

Diffusion was sized by solving the drift-diffusion equations for an initially empty layer, with the same contact density and the Einstein relation at a thermal voltage of $0.0259$ V. The corner becomes a rounded maximum at $0.782\,t_0$, which is 0.7\% earlier than $t_1$. Meshes of 1500 and 2000 cells agree to the digits given. The maximum is $1.37\,J_0$, slightly higher than the sharp cusp. These values hold for the empty start. In a real film, carriers have already diffused in from the ohmic contact before the step. With equal ohmic contacts on both sides and no built-in voltage, the maximum then comes at about $0.785\,t_0$ with a height of about $1.35\,J_0$, slightly below the sharp cusp. Diffusion acts more strongly on the steady current, which rises by about 5\% to $1.18\,J_0$, so the peak exceeds it by about 16\% for the empty start and about 15\% for equal ohmic contacts, instead of 21\%. The small size of these shifts rests on the thermal voltage being far below $V$; at voltages of a few thermal voltages the neglect of diffusion has no justification.

Trapping and the dispersive transport caused by energetic disorder lie outside the model, and their effect has not been sized. Trapped carriers keep contributing to the field but do not move, so neither the time \eqref{t1} nor the peak ratio $4e/9$ can be relied on when a large part of the charge is trapped within $t_1$. The numerical output below lists the inputs and most of the values used in this section.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SCALED RESULTS (time t0, current J0, length L)
cusp time, formula: 0.78694 t0
front arrival, sheet simulation: 0.78706 t0
same, half as many sheets and steps: 0.78718 t0
time of highest current, simulation: 0.787 t0
largest current error before cusp: 2.3e-07 J0
cusp current, formula: 1.359 J0
cusp current, simulation: 1.359 J0
steady current, simulation: 1.125 J0
steady current, formula: 1.125 J0
cusp/steady current, formula: 1.208
slope before cusp, formula: 2.241 J0/t0
slope before cusp, simulation: 2.226 J0/t0
slope after cusp, formula: -1.213 J0/t0
slope after cusp, simulation: -1.198 J0/t0
fan density at cusp, formula: 1.271 eps V/L^2
fan density at cusp, simulation: 1.27 eps V/L^2
fan trailing edge, formula: 0.2131 L
fan trailing edge, simulation: 0.2136 L
delay, contact density 10 eps V/L^2: 0.0197 t0
delay, contact density 50 eps V/L^2: 0.00381 t0
EXAMPLE (rough typical inputs)
thickness: 5000 nm
voltage: 50 V
mobility: 1e-05 cm2/Vs
relative permittivity: 3
temperature: 300 K
time scale t0: 0.5 ms
cusp time: 0.3935 ms
current scale J0: 0.05313 mA/cm2
current just after the step: 0.02656 mA/cm2
cusp current: 0.0722 mA/cm2
steady current: 0.05977 mA/cm2
mean field: 0.1 MV/cm
collector field at cusp: 0.1649 MV/cm
NEGLECTED EFFECTS
Poole-Frenkel coefficient, rough input: 0.002 (cm/V)^0.5
Poole-Frenkel exponent at mean field: 0.6325
cusp shift by it: -3.93 %
thermal voltage: 0.02585 V
contact density, rough input: 1.5e+17 cm^-3
contact density, scaled: 452.4 eps V/L^2
peak time with diffusion, 2000 cells: 0.7816 t0
peak time with diffusion, 1500 cells: 0.7816 t0
peak shift by diffusion: -0.68 %
peak current with diffusion, 2000 cells: 1.37 J0
peak current with diffusion, 1500 cells: 1.37 J0
delay by finite contact density, scaled from 50: 0.054 %
built-in voltage, rough input: 0.5 V
delay by built-in voltage: 1 %
circuit time, 100 ohm and 4 mm2: 2.13 ns
rough breakdown field, input: 2 MV/cm
collector field / breakdown field: 0.082
\end{verbatim}
